# Why stretched-exponential and Havriliak-Negami relaxation are not a Fourier pair

**Q:** I have a decay measured in time that follows a stretched exponential, and a colleague has the loss spectrum of the same process. I told her to fit a Havriliak-Negami function, because that is the Fourier transform of my stretched exponential. The exponents are just named differently in the two domains. Is there anything wrong with that?

**A:** Let us transform your function and see what comes out. Take a single linear relaxation process, with no conduction and no other loss, and scale its strength to one. Let \(\varphi(t)\) be the fraction of the polarization left at time \(t\) after the field is switched off, so \(\varphi(0)=1\) and \(\varphi(\infty)=0\). With \(\hbar=1\) and fields varying as \(e^{-i\omega t}\), the response is

\[
\chi(\omega)=\int_0^\infty f(t)\,e^{i\omega t}\,dt,\qquad f(t)=-\frac{d\varphi}{dt}.
\]

The loss is its imaginary part, \(\chi''(\omega)=\int_0^\infty f(t)\sin\omega t\,dt\). Note that the derivative of the decay is transformed, not the decay itself. With \(s=-i\omega\), integration by parts connects the two:

\[
\chi=\big[-\varphi e^{-st}\big]_0^\infty-s\int_0^\infty\varphi\,e^{-st}dt
=1-s\int_0^\infty\varphi\,e^{-st}dt .
\]

The two candidates are

\[
\varphi_K(t)=e^{-(t/\tau)^\beta},\qquad
\chi_H(\omega)=\frac{1}{[1+(-i\omega\tau_H)^\alpha]^\gamma},
\]

with \(0<\beta\le1\), \(0<\alpha\le1\), \(\gamma>0\) and \(\alpha\gamma\le1\). Powers take their principal values. Your claim is that for each \(\beta\) some \(\alpha,\gamma,\tau_H\) make \(\chi_H\) the response that belongs to \(\varphi_K\).

**Q:** Yes. Where would you look for a difference?

**A:** Far below the loss peak, where both functions simplify. For the stretched exponential, first find the moments \(m_n=\int_0^\infty t^n f\,dt\). Put \(u=(t/\tau)^\beta\). Then \(\varphi_K=e^{-u}\), so \(f\,dt=e^{-u}du\), and \(t=\tau u^{1/\beta}\):

\[
m_n=\tau^n\int_0^\infty u^{n/\beta}e^{-u}du=\tau^n\,\Gamma(1+n/\beta).
\]

Every moment is finite. Since \(\sin x=x-x^3/6+r\) with \(|r|\le x^5/120\) for \(x\geq 0\), and \(f\ge0\),

\[
\chi_K''=m_1\omega-\frac{m_3}{6}\omega^3+R,\qquad |R|\le\frac{m_5}{120}\omega^5 .
\]

The loss therefore starts linearly, with \(\chi_K''/\omega\to\tau\,\Gamma(1+1/\beta)\). The derivative \(d\chi_K''/d\omega=\int_0^\infty t f\cos\omega t\,dt\) also tends to \(m_1\), so the logarithmic slope is

\[
\frac{d\ln\chi_K''}{d\ln\omega}=\frac{\omega}{\chi_K''}\frac{d\chi_K''}{d\omega}\;\to\;\frac{\omega\,m_1}{m_1\omega}=1 .
\]

The stretching exponent has no effect on this limit. It enters the prefactor, and it sets how low in frequency one must go to reach the limit.

**Q:** And the Havriliak-Negami function?

**A:** Let \(x=\omega\tau_H\). On the principal branch \(-i=e^{-i\pi/2}\), so \((-ix)^\alpha=x^\alpha e^{-i\pi\alpha/2}\). The binomial series, valid for \(x<1\), gives

\[
\chi_H=1-\gamma x^\alpha e^{-i\pi\alpha/2}+\frac{\gamma(\gamma+1)}{2}x^{2\alpha}e^{-i\pi\alpha}-\dots
\]

The imaginary part of \(-e^{-i\pi\alpha/2}\) is \(+\sin(\pi\alpha/2)\), so to leading order

\[
\chi_H''\simeq\gamma\,\sin\!\left(\frac{\pi\alpha}{2}\right)(\omega\tau_H)^\alpha .
\]

The slope is \(\alpha\). If \(\alpha<1\), then \(\chi_H''/\omega\) grows without bound as \(\omega^{\alpha-1}\), while for your function it stays finite. No choice of \(\gamma\) or \(\tau_H\) can repair that.

**Q:** That is algebra. What is physically different about the two decays?

**A:** The slow part. We can find the decay that belongs to \(\chi_H\) by inverting the Laplace transform. For \(\alpha<1\) the function \([1+(s\tau_H)^\alpha]^{-\gamma}\) has a cut along negative \(s\) and no other singularity: a zero of the bracket would need \(\arg s=\pm\pi/\alpha\), which lies beyond \(\pm\pi\). The inversion contour can be closed onto the cut, where \(s=re^{\pm i\pi}\). The two sides carry complex-conjugate values, which leaves

\[
f_H(t)=-\frac1\pi\int_0^\infty \mathrm{Im}\,\chi_H(re^{i\pi})\,e^{-rt}dr .
\]

Write \(1+(r\tau_H)^\alpha e^{i\pi\alpha}=De^{i\theta}\), with \(D>0\) and \(0<\theta<\pi\alpha\). Then \(\chi_H=D^{-\gamma}e^{-i\gamma\theta}\) and

\[
f_H(t)=\frac1\pi\int_0^\infty D^{-\gamma}\sin(\gamma\theta)\,e^{-rt}dr .
\]

Because \(\gamma\theta<\pi\alpha\gamma\le\pi\), the weight is positive: the decay is a mixture of exponentials with rates \(r\). At long times only small \(r\) counts. There \(D\to1\) and \(\theta\simeq(r\tau_H)^\alpha\sin\pi\alpha\), so

\[
f_H\simeq\frac{\gamma\sin\pi\alpha}{\pi}\tau_H^\alpha\int_0^\infty r^\alpha e^{-rt}dr
=\frac{\gamma\sin\pi\alpha}{\pi}\,\Gamma(1+\alpha)\,\tau_H^\alpha\,t^{-1-\alpha}.
\]

Integrate from \(t\) to infinity, which divides by \(\alpha\) and raises the power by one. With \(\Gamma(1+\alpha)/\alpha=\Gamma(\alpha)\) and \(\Gamma(\alpha)\Gamma(1-\alpha)=\pi/\sin\pi\alpha\),

\[
\varphi_H(t)\simeq\frac{\gamma}{\Gamma(1-\alpha)}\left(\frac{t}{\tau_H}\right)^{-\alpha}.
\]

This is a power law. Its time integral, which is the mean relaxation time \(\int_0^\infty\varphi\,dt=m_1\), diverges. The stretched exponential has the finite mean time \(\tau\,\Gamma(1+1/\beta)\). When the mean time is finite, a slow enough field gives \(\chi\simeq1+i\omega m_1\simeq e^{i\omega m_1}\): the polarization follows the field with the constant delay \(m_1\), and the loss is \(m_1\omega\). With the power-law tail there is no such constant delay. The delay, which is \(\chi''/\omega\) to leading order, grows without limit as the frequency falls.

**Q:** Then the slopes settle it. They agree only when everything is Debye.

**A:** Not quite. The slopes are \(1\) and \(\alpha\), so they agree whenever \(\alpha=1\), for any \(\gamma\). That is the Cole-Davidson function, \(\chi=(1-i\omega\tau_H)^{-\gamma}\), and it is not Debye unless \(\gamma=1\). As \(\alpha\to1\) the factor \(1/\Gamma(1-\alpha)\) removes the power-law tail, and this argument loses its force.

**Q:** So perhaps my stretched exponential is a Cole-Davidson function. Its high-frequency side is a power law too.

**A:** Compare that side first. At high frequency the short-time form \(f_K\simeq\beta\tau^{-\beta}t^{\beta-1}\) governs the response for \(\beta<1\):

\[
\chi_K\simeq\beta\tau^{-\beta}\int_0^\infty t^{\beta-1}e^{-st}dt=\Gamma(1+\beta)(s\tau)^{-\beta}.
\]

With \(s=\omega e^{-i\pi/2}\) the loss is \(\Gamma(1+\beta)\sin(\pi\beta/2)(\omega\tau)^{-\beta}\). For Havriliak-Negami, dropping the 1 in the bracket gives \(\sin(\pi\alpha\gamma/2)(\omega\tau_H)^{-\alpha\gamma}\). With \(\alpha=1\) and \(\gamma=\beta\) both limiting slopes therefore agree, \(1\) below the peak and \(-\beta\) above it.

The prefactors still have to agree, and there is only \(\tau_H\) left to adjust. Take \(\beta=\gamma=1/2\). The Cole-Davidson loss starts as \(\gamma\omega\tau_H\), so the low side needs \(\tau_H/2=\Gamma(3)\tau=2\tau\), or \(\tau_H=4\tau\). The high side needs \(\tau_H^{-1/2}=\Gamma(3/2)\tau^{-1/2}\), or \(\tau_H=4\tau/\pi\). Both cannot hold.

**Q:** That rules out one exponent. Can you exclude all of them?

**A:** Yes, with the moments. If two responses agree at all frequencies, their functions \(f\) agree, and so do all their moments. The Cole-Davidson response belongs to

\[
f_{CD}(t)=\frac{t^{\gamma-1}e^{-t/\tau_H}}{\Gamma(\gamma)\,\tau_H^\gamma},
\]

since \(\int_0^\infty t^{\gamma-1}e^{-(s+1/\tau_H)t}dt=\Gamma(\gamma)(s+1/\tau_H)^{-\gamma}\), and dividing by \(\Gamma(\gamma)\tau_H^\gamma\) leaves \((1+s\tau_H)^{-\gamma}\). Its moments follow from the same integral:

\[
m_n^{CD}=\tau_H^n\,\frac{\Gamma(\gamma+n)}{\Gamma(\gamma)},\qquad
\frac{m_{n+1}^{CD}}{m_n^{CD}}=\tau_H(\gamma+n).
\]

The ratio of successive moments grows linearly with \(n\). For the stretched exponential it is

\[
\frac{m_{n+1}}{m_n}=\tau\,\frac{\Gamma(1+(n+1)/\beta)}{\Gamma(1+n/\beta)}\simeq\tau\left(\frac n\beta\right)^{1/\beta}\quad(n\to\infty),
\]

which grows faster than linearly if \(\beta<1\). So the moments cannot all agree, whatever \(\gamma\) and \(\tau_H\) are.

There remains \(\beta=1\), where \(m_1=\tau\) and \(m_2=2\tau^2\). Equality requires

\[
\gamma\tau_H=\tau,\qquad \gamma(\gamma+1)\tau_H^2=2\tau^2 .
\]

Dividing the second equation by the square of the first gives \((\gamma+1)/\gamma=2\), hence \(\gamma=1\) and \(\tau_H=\tau\). Conversely, \(\varphi=e^{-t/\tau}\) does give \(\chi=1/(1-i\omega\tau)\). Within the parameter ranges we set, the Debye function is thus the one case in which the two forms coincide.

**Q:** The moment argument uses \(n\to\infty\). Does the difference show up at any order I could picture?

**A:** For \(\beta=1/2\) it can appear at the third moment. The first three moments are \(2\tau\), \(24\tau^2\) and \(720\tau^3\). Choose a Cole-Davidson function with the same first two:

\[
\frac{\gamma+1}{\gamma}=\frac{m_2}{m_1^2}=\frac{24}{4}=6\;\Rightarrow\;\gamma=\frac15,\qquad \tau_H=\frac{2\tau}{1/5}=10\tau .
\]

Its third moment is \(0.2\times1.2\times2.2\times1000\,\tau^3=528\tau^3\), not \(720\tau^3\). The losses have the same slope and the same linear coefficient, but

\[
\chi_K''-\chi_{CD}''\simeq-\frac{720-528}{6}(\omega\tau)^3=-32(\omega\tau)^3 .
\]

By the sixth moment the stretched exponential is ahead by a factor of 13.

The same growth has a consequence for the power series in \(\omega\). Its coefficients contain \(m_n/n!\), whose successive ratios grow as \(n^{1/\beta-1}\). For \(\beta<1\) the series therefore has zero radius of convergence. Its first terms are still accurate at low enough frequency, as the bound on \(R\) shows. The Cole-Davidson series converges for \(\omega\tau_H<1\).

**Q:** But my colleague's fit will look good. If the functions are different, why does it work?

**A:** Because a fit sees a finite window, and three free parameters can follow one smooth peak rather well. Let us put numbers on it, with round model parameters: \(\beta=1/2\) and \(\hbar/\tau=10^{-6}\) eV, which means \(\tau=6.58\times10^{-10}\) s. I compute \(\chi_K\) by numerical quadrature of its defining integral, along a rotated ray in complex time so that the integrand decays. A numerical search puts the loss peak at \(7.37\times10^{-7}\) eV, with height 0.2735 in units of the static response.

Then I fit \(\chi_H\) to the real and imaginary parts by unweighted least squares. The points are spaced evenly in \(\ln\omega\), ten intervals per decade, and the strength is held at one. A fit to the loss alone, which is what your colleague has, can give clearly different parameters: over ±1 decade, \(\alpha=0.73\) and \(\gamma=0.68\) with the strength held at one, and \(\alpha=0.81\) and \(\gamma=0.45\) with the strength free.

| Window about the peak | \(\alpha\) | \(\gamma\) | \(\hbar/\tau_H\) (eV) | Largest misfit |
|---|---|---|---|---|
| ±1 decade | 0.830 | 0.499 | \(3.52\times10^{-7}\) | 0.0132 |
| ±2 decades | 0.828 | 0.514 | \(3.73\times10^{-7}\) | 0.0132 |

The misfit is \(|\chi_H-\chi_K|\), so it is 1.3% of the static response, or \(0.0132/0.2735\approx5\%\) of the peak loss. The misfit in the loss alone is at most 0.012, about 4% of the peak loss. If the data scatter by about this amount at every point, one could easily accept this fit.

**Q:** Would an exact pair look different in that table?

**A:** It would leave no misfit beyond rounding, and the parameters would not depend on the window. Here \(\hbar/\tau_H\) moves by about 6%. The product \(\alpha\gamma\) is 0.414 in the narrow window and 0.426 in the wide one, whereas equal high-frequency slopes would need \(\beta=0.5\). The fitted exponents describe the curve inside the window. They are not its limiting slopes.

Nor could a narrower window make the agreement exact. For \(\omega>0\) both responses are analytic functions of \(\omega\): for \(\chi_K\) one sees this by rotating the time integral into the upper half-plane, where \(e^{i\omega t}\) makes it converge even for slightly complex \(\omega\). Two analytic functions that agree on an interval agree on the whole axis, and we have excluded that for \(\beta<1\).

**Q:** Where does the error become serious?

**A:** In relative terms, mostly below the window. In the ±2 decade fit the limiting slopes differ by \(1-0.828=0.172\) on the low side, but only by \(0.5-0.426=0.074\) on the high side, so the relative error grows more slowly there. At the lower edge of the window, \(7.37\times10^{-9}\) eV, the stretched exponential already has slope 0.994. This follows from the series: \(\chi_K''\simeq m_1\omega(1-m_3\omega^2/6m_1)\) has slope \(1-m_3\omega^2/3m_1=1-120(\omega\tau)^2\), and \(\omega\tau=7.37\times10^{-3}\) gives 0.9935, against 0.9936 from the quadrature. The fitted function has slope 0.814 there, close to its limit \(\alpha=0.828\). Going down from that edge, the losses separate:

| \(\hbar\omega\) (eV) | \(\chi_K''\) | \(\chi_H''\) | Ratio |
|---|---|---|---|
| \(7.37\times10^{-9}\) | \(1.47\times10^{-2}\) | \(1.89\times10^{-2}\) | 1.29 |
| \(7.37\times10^{-11}\) | \(1.47\times10^{-4}\) | \(4.23\times10^{-4}\) | 2.87 |
| \(7.37\times10^{-13}\) | \(1.47\times10^{-6}\) | \(9.34\times10^{-6}\) | 6.34 |

Even at the edge the fitted loss is 29% too high relative to the true one. An unweighted fit tolerates this because the absolute difference is only 0.004. Further down, the ratio of the two leading terms is

\[
\frac{\chi_H''}{\chi_K''}\simeq\frac{\gamma\sin(\pi\alpha/2)(\omega\tau_H)^\alpha}{\Gamma(1+1/\beta)\,\omega\tau}\propto\omega^{\alpha-1}.
\]

It grows by \(10^{1-\alpha}=10^{0.172}\approx1.49\) for each decade downward, or 2.2 for two decades, as the last two rows show. At the lowest energy \(\omega\tau_H=7.37\times10^{-13}/3.73\times10^{-7}=1.98\times10^{-6}\), and the formula, with the unrounded fit parameters, gives 6.34.

**Q:** And if I took her fit and transformed it back to predict my decay?

**A:** You would get the power-law tail. At \(t=1000\tau\) your function is \(e^{-\sqrt{1000}}=1.8\times10^{-14}\). A numerical inverse Laplace transform of the ±2 decade fit above gives \(7.1\times10^{-4}\). The polarization that should have vanished is still there at nearly one part in a thousand.

**Q:** Then what should I tell her to fit?

**A:** If the aim is to test whether the stretched exponential describes both data sets, she should fit its numerical transform, with \(\beta\), \(\tau\) and the strength as parameters, and compare \(\beta\) and \(\tau\) with yours. A Havriliak-Negami fit remains a usable summary of the spectrum inside the measured window, at the accuracy of its misfit. But none of its exponents can simply be read as your \(\beta\). In the table \(\gamma\) lies near \(\beta=0.5\), but it changes with the window and, more strongly, with the way the fit is made: the two loss-only fits over ±1 decade gave 0.68 and 0.45. To estimate \(\beta\) from the fitted exponents you would need a conversion, made by fitting transforms of known \(\beta\) over the same window and by the same procedure. Nor should the fit be used to predict the loss or the decay outside that window.

To tell the two forms apart, look at \(\chi''/\omega\) well below the peak, with conduction and other processes removed. In the limit of low frequency it levels off for the stretched exponential, and keeps rising as \(\omega^{\alpha-1}\) for a Havriliak-Negami function with \(\alpha<1\). Over a finite range this needs care: for small \(\beta\) the levelling begins only far below the peak, and for \(\alpha\) close to 1 the rise is slow. So compare the data with the stretched exponential that fits the peak. If \(\chi''/\omega\) keeps rising where that function has already levelled off, that stretched exponential fails. Levelling off does not by itself establish the stretched exponential, since Cole-Davidson does the same; for that you need the shape of the whole peak.
